# Building the (ps,ps) repulsion integrals from three s-type quantities: a program that tests the result

```python
"""Two-electron integrals (p_i s|p_j s) over Gaussians, built from [ss|ss]^(m).

Result under test, for unnormalised functions on centres A,B | C,D with
exponents a,b | c,d:
  (p_i s|p_j s) = PA_i QC_j S0
                + (PA_i WQ_j + WP_i QC_j + delta_ij/(2(p+q))) S1
                + WP_i WQ_j S2
p=a+b, q=c+d; P,Q are the pair centres, W=(pP+qQ)/(p+q);
PA=P-A, QC=Q-C, WP=W-P, WQ=W-Q; S_m=[ss|ss]^(m) contains the Boys
function F_m(T), T=pq/(p+q)|P-Q|^2.
Checks: numerical centre derivatives of (ss|ss), direct quadrature of the
defining integral, and the pyscf integral library.
Lengths in bohr, exponents in bohr^-2.
"""
import math
import numpy as np
from scipy.integrate import quad
from pyscf import gto

a, b, c, d = 0.9, 0.6, 0.7, 0.3
p, q = a + b, c + d
A = np.array([0.0, 0.0, 0.0])
B = np.array([1.0, 0.5, -0.5])
C = np.array([0.0, 1.0, 1.0])
D = np.array([1.0, 2.0, 0.0])
centres = (A, B, C, D)


def boys(T):
    """F_0, F_1, F_2: series at small T, upward recursion otherwise."""
    if T < 0.1:
        return [sum((-T)**k / (math.factorial(k) * (2*m + 2*k + 1))
                    for k in range(15)) for m in range(3)]
    F = [0.5 * math.sqrt(math.pi / T) * math.erf(math.sqrt(T))]
    for m in range(2):
        F.append(((2*m + 1) * F[m] - math.exp(-T)) / (2*T))
    return F


def geometry(A, B, C, D):
    P, Q = (a*A + b*B) / p, (c*C + d*D) / q
    W = (p*P + q*Q) / (p + q)
    T = p*q / (p + q) * np.dot(P - Q, P - Q)
    return P, Q, W, T


def prefactor(A, B, C, D):
    K_AB = math.exp(-a*b/p * np.dot(A - B, A - B))
    K_CD = math.exp(-c*d/q * np.dot(C - D, C - D))
    return 2 * math.pi**2.5 / (p*q*math.sqrt(p + q)) * K_AB * K_CD, K_AB, K_CD


def s_class(A, B, C, D):
    """[ss|ss]^(m) for m = 0, 1, 2."""
    T = geometry(A, B, C, D)[3]
    return prefactor(A, B, C, D)[0] * np.array(boys(T))


def recurrence(A, B, C, D):
    """Return (p_i s|ss)^(0), (p_i s|ss)^(1) and the block (p_i s|p_j s)."""
    P, Q, W, _ = geometry(A, B, C, D)
    S = s_class(A, B, C, D)
    ps0 = (P - A) * S[0] + (W - P) * S[1]
    ps1 = (P - A) * S[1] + (W - P) * S[2]
    block = (np.outer(ps0, Q - C) + np.outer(ps1, W - Q)
             + np.eye(3) * S[1] / (2*(p + q)))
    return ps0, ps1, block


def displaced(i, j, h):
    """(ss|ss) with A_i and C_j moved by (+,+), (+,-), (-,+), (-,-) h."""
    ei, ej = np.eye(3)[i], np.eye(3)[j]
    return [s_class(A + u*h*ei, B, C + v*h*ej, D)[0]
            for u in (1, -1) for v in (1, -1)]


def difference_block(h):
    """Mixed central difference of (ss|ss), divided by 4ac."""
    out = np.empty((3, 3))
    for i in range(3):
        for j in range(3):
            pp, pm, mp, mm = displaced(i, j, h)
            out[i, j] = (pp - pm - mp + mm) / (4*h*h) / (4*a*c)
    return out


def definition_quadrature(A, B, C, D):
    """Integrate f(r1) g(r2)/r12 over r1 and s=r2-r1 from the definition."""
    x01, w01 = np.polynomial.legendre.leggauss(48)
    radius, w_radius = 4.5*(x01 + 1), 4.5*w01
    cos_t, w_t = np.polynomial.legendre.leggauss(32)
    phi = 2*np.pi*np.arange(40)/40
    r, z, f = np.meshgrid(radius, cos_t, phi, indexing="ij")
    sin_t = np.sqrt(1 - z*z)
    s = [(r*sin_t*np.cos(f)).ravel(), (r*sin_t*np.sin(f)).ravel(),
         (r*z).ravel()]
    # volume element s^2 times Coulomb factor 1/s leaves one power of s
    weight = ((w_radius*radius)[:, None, None] * w_t[None, :, None]
              * np.full(40, 2*np.pi/40)[None, None, :]).ravel()
    step = 0.25
    corr = []
    for k in range(3):
        x = 0.5*(A[k] + B[k]) + step*np.arange(-32, 33)
        left = np.exp(-a*(x - A[k])**2 - b*(x - B[k])**2) * step
        y = x[None, :] + s[k][:, None]
        right = np.exp(-c*(y - C[k])**2 - d*(y - D[k])**2)
        right_p = right*(y - C[k])
        left_p = left*(x - A[k])
        corr.append([[right @ left, right_p @ left],
                     [right @ left_p, right_p @ left_p]])

    def total(i, j):
        value = weight.copy()
        for k in range(3):
            value *= corr[k][int(k == i)][int(k == j)]
        return value.sum()

    ssss = total(-1, -1)
    psss = np.array([total(i, -1) for i in range(3)])
    psps = np.array([[total(i, j) for j in range(3)] for i in range(3)])
    return ssss, psss, psps


P, Q, W, T = geometry(*centres)
pref, K_AB, K_CD = prefactor(*centres)
F = boys(T)
S = s_class(*centres)
ps0, ps1, block = recurrence(*centres)

# Boys functions against their defining integral, both branches
for t_arg in (0.0, 0.05, 0.15, T, 8.0):
    for m, value in enumerate(boys(t_arg)):
        ref = quad(lambda t: t**(2*m)*math.exp(-t_arg*t*t), 0, 1,
                   epsabs=1e-13, epsrel=1e-13)[0]
        assert abs(value - ref) < 1e-11
# derivative rule dF_m/dT = -F_(m+1)
dT = 1e-4
slope = (np.array(boys(T + dT)) - np.array(boys(T - dT))) / (2*dT)
assert np.allclose(slope[:2], [-F[1], -F[2]], atol=1e-8)

# intermediate p-s classes against first derivatives with respect to A
h1 = 1e-4
for i in range(3):
    e = np.eye(3)[i]
    deriv = (s_class(A + h1*e, B, C, D) - s_class(A - h1*e, B, C, D))
    deriv = deriv / (2*h1) / (2*a)
    assert abs(deriv[0] - ps0[i]) < 1e-7
    assert abs(deriv[1] - ps1[i]) < 1e-7

# full block against the mixed differences
steps = [1e-1, 1e-2, 1e-3, 1e-4, 1e-5, 1e-6]
errors = [np.abs(difference_block(h) - block).max() for h in steps]
assert 80 < errors[0]/errors[1] < 120      # truncation error of order h^2
assert 80 < errors[1]/errors[2] < 120
assert errors[5] > errors[3]               # rounding dominates at tiny h
richardson = (4*difference_block(0.005) - difference_block(0.01)) / 3
rich_error = np.abs(richardson - block).max()
assert rich_error < 1e-7

# everything against the defining six-dimensional integral
q_ssss, q_psss, q_psps = definition_quadrature(*centres)
assert abs(q_ssss - S[0]) < 1e-8
assert np.abs(q_psss - ps0).max() < 1e-8
quad_error = np.abs(q_psps - block).max()
assert quad_error < 1e-8

# coincident centres: only the Kronecker-delta term should survive
origin = (A, A, A, A)
one_centre = recurrence(*origin)[2]
q_one = definition_quadrature(*origin)[2]
assert np.abs(one_centre - q_one).max() < 1e-8

# normalised block against pyscf
def norm_s(exponent):
    return (2*exponent/math.pi)**0.75


norm = (2*math.sqrt(a)*norm_s(a) * norm_s(b)
        * 2*math.sqrt(c)*norm_s(c) * norm_s(d))
mol = gto.M(atom=[["H1", A.tolist()], ["H2", B.tolist()],
                  ["H3", C.tolist()], ["H4", D.tolist()]],
            basis={"H1": [[1, [a, 1.0]]], "H2": [[0, [b, 1.0]]],
                   "H3": [[1, [c, 1.0]]], "H4": [[0, [d, 1.0]]]},
            unit="Bohr", verbose=0)
library = mol.intor("int2e").reshape(8, 8, 8, 8)[0:3, 3, 4:7, 7]
lib_error = np.abs(norm*block - library).max()
assert lib_error < 1e-9


def show(label, vector, unit, digits=4):
    print(label, " ".join(f"{v:.{digits}f}" for v in vector), unit)


show("exponents a b c d:", (a, b, c, d), "bohr^-2", 1)
for name, centre in zip("ABCD", centres):
    show(f"centre {name}:", centre, "bohr", 1)
show("p, q, rho:", (p, q, p*q/(p + q)), "bohr^-2", 2)
for name, v in (("P", P), ("Q", Q), ("W", W), ("P-A", P - A),
                ("Q-C", Q - C), ("W-P", W - P), ("W-Q", W - Q)):
    show(f"{name}:", v, "bohr", 2)
print(f"T = {T:.4f} (dimensionless)")
print(f"K_AB = {K_AB:.8f}, K_CD = {K_CD:.8f} (dimensionless)")
print(f"prefactor including K_AB K_CD = {pref:.8f} bohr^5")
show("F_0 F_1 F_2:", F, "(dimensionless)", 8)
show("S0 S1 S2:", S, "bohr^5", 8)
show("(p_i s|ss)^(0), i=x,y,z:", ps0, "bohr^6", 8)
show("(p_i s|ss)^(1), i=x,y,z:", ps1, "bohr^6", 8)
print(f"yy term (Q-C)_y (p_y s|ss)^(0) = {(Q-C)[1]*ps0[1]:.8f} bohr^7")
print(f"yy term (W-Q)_y (p_y s|ss)^(1) = {(W-Q)[1]*ps1[1]:.8f} bohr^7")
print(f"delta term S1/(2(p+q)) = {S[1]/(2*(p+q)):.8f} bohr^7")
for i, name in enumerate("xyz"):
    show(f"recurrence (p_{name} s|p_j s), j=x,y,z:", block[i], "bohr^7", 8)
for sign, v in zip(("++", "+-", "-+", "--"), displaced(1, 1, 0.01)):
    print(f"(ss|ss), A_y,C_y moved {sign} 0.01 bohr: {v:.10f} bohr^5")
print(f"yy difference, h=0.01 bohr: {difference_block(0.01)[1,1]:.8f} bohr^7")
for h, err in zip(steps, errors):
    print(f"largest difference error, h={h:.0e} bohr: {err:.1e} bohr^7")
for i, name in enumerate("xyz"):
    show(f"Richardson 0.01/0.005, row {name}:", richardson[i], "bohr^7", 8)
print(f"largest Richardson error: {rich_error:.1e} bohr^7")
print(f"largest deviation from direct quadrature: {quad_error:.1e} bohr^7")
print(f"coincident centres, xx: {one_centre[0,0]:.8f} bohr^7")
print(f"normalisation factor: {norm:.8f} bohr^-8")
for i, name in enumerate("xyz"):
    show(f"normalised (p_{name} s|p_j s):", norm*block[i], "hartree", 8)
print(f"largest deviation from pyscf: {lib_error:.1e} hartree")
print("all assertions hold")
```

It prints:

```
exponents a b c d: 0.9 0.6 0.7 0.3 bohr^-2
centre A: 0.0 0.0 0.0 bohr
centre B: 1.0 0.5 -0.5 bohr
centre C: 0.0 1.0 1.0 bohr
centre D: 1.0 2.0 0.0 bohr
p, q, rho: 1.50 1.00 0.60 bohr^-2
P: 0.40 0.20 -0.20 bohr
Q: 0.30 1.30 0.70 bohr
W: 0.36 0.64 0.16 bohr
P-A: 0.40 0.20 -0.20 bohr
Q-C: 0.30 0.30 -0.30 bohr
W-P: -0.04 0.44 0.36 bohr
W-Q: 0.06 -0.66 -0.54 bohr
T = 1.2180 (dimensionless)
K_AB = 0.58274825, K_CD = 0.53259180 (dimensionless)
prefactor including K_AB K_CD = 4.57845416 bohr^5
F_0 F_1 F_2: 0.70779103 0.16911733 0.08683529 (dimensionless)
S0 S1 S2: 3.24058881 0.77429594 0.39757141 bohr^5
(p_i s|ss)^(0), i=x,y,z: 1.26526368 0.98880798 -0.36937122 bohr^6
(p_i s|ss)^(1), i=x,y,z: 0.29381552 0.32979061 -0.01173348 bohr^6
yy term (Q-C)_y (p_y s|ss)^(0) = 0.29664239 bohr^7
yy term (W-Q)_y (p_y s|ss)^(1) = -0.21766180 bohr^7
delta term S1/(2(p+q)) = 0.15485919 bohr^7
recurrence (p_x s|p_j s), j=x,y,z: 0.55206723 0.18566086 -0.53823949 bohr^7
recurrence (p_y s|p_j s), j=x,y,z: 0.31642983 0.23383978 -0.47472932 bohr^7
recurrence (p_z s|p_j s), j=x,y,z: -0.11151538 -0.10306727 0.27200664 bohr^7
(ss|ss), A_y,C_y moved ++ 0.01 bohr: 3.2647479453 bohr^5
(ss|ss), A_y,C_y moved +- 0.01 bohr: 3.2517181915 bohr^5
(ss|ss), A_y,C_y moved -+ 0.01 bohr: 3.2290352713 bohr^5
(ss|ss), A_y,C_y moved -- 0.01 bohr: 3.2162412171 bohr^5
yy difference, h=0.01 bohr: 0.23382900 bohr^7
largest difference error, h=1e-01 bohr: 3.1e-03 bohr^7
largest difference error, h=1e-02 bohr: 3.1e-05 bohr^7
largest difference error, h=1e-03 bohr: 3.1e-07 bohr^7
largest difference error, h=1e-04 bohr: 8.1e-09 bohr^7
largest difference error, h=1e-05 bohr: 1.3e-06 bohr^7
largest difference error, h=1e-06 bohr: 1.8e-04 bohr^7
Richardson 0.01/0.005, row x: 0.55206723 0.18566086 -0.53823949 bohr^7
Richardson 0.01/0.005, row y: 0.31642983 0.23383978 -0.47472932 bohr^7
Richardson 0.01/0.005, row z: -0.11151538 -0.10306727 0.27200664 bohr^7
largest Richardson error: 2.4e-10 bohr^7
largest deviation from direct quadrature: 2.4e-15 bohr^7
coincident centres, xx: 0.98344971 bohr^7
normalisation factor: 0.16007755 bohr^-8
normalised (p_x s|p_j s): 0.08837357 0.02972014 -0.08616006 hartree
normalised (p_y s|p_j s): 0.05065331 0.03743250 -0.07599351 hartree
normalised (p_z s|p_j s): -0.01785111 -0.01649876 0.04354216 hartree
largest deviation from pyscf: 6.8e-16 hartree
all assertions hold
```
